Q: A bound state appears suddenly as an attraction is strengthened. Its Boltzmann factor starts at 1, not at 0. How can the second virial coefficient fail to jump?

A: The scattering states change at the same moment. To follow that change, we must count both kinds of state together. I take identical particles of mass m in three dimensions, with a spherical, bounded pair potential V(r) that vanishes for r > d. Let D = ħ²/m, so the relative energy of a scattering state is E = Dk².

Q: First show me why a gas property reduces to one relative motion.

A: Expand the grand partition function in the fugacity z, in volume Ω:

Ξ = 1 + zZ₁ + z²Z₂ + …

ln Ξ = zZ₁ + z²(Z₂ − Z₁²/2) + … = PΩ/k_BT

I use this series coefficient by coefficient; whether it converges depends on the potential, and I return to that near the end. With β = 1/k_BT and λ² = 2πDβ, Z₁ = Ω/λ³. Define P/k_BT = λ⁻³(z + b₂z² + …). Then

b₂ = (λ³/Ω)(Z₂ − Z₁²/2).

The centre of mass has mass 2m and squared thermal wavelength λ²/2, so its partition function is 2^{3/2}Ω/λ³. A superscript 0 denotes no interaction. Subtracting the free gas leaves

b₂ − b₂⁰ = 2^{3/2} Σ'_l (2l+1)Δ_l

Δ_l = Tr[e^{−βH_l} − e^{−βH_l⁰}].

Exchange multiplies a relative state by (−1)^l. The primed sum has even l for spinless bosons and odd l for spin-polarized fermions.

Q: And b₂⁰, and the density expansion?

A: The free relative heat kernel is

K(r,r') = (4πDβ)^{−3/2} exp(−|r−r'|²/4Dβ).

The symmetrizer is half the identity plus or minus half the inversion. The identity half cancels Z₁²/2. The inversion half gives

±½∫K(r,−r)d³r = ±½(πDβ)^{3/2}/(4πDβ)^{3/2} = ±1/16,

so b₂⁰ = ±2^{3/2}/16 = ±2^{−5/2}, the upper sign for bosons. The density is

n = z∂(P/k_BT)/∂z = λ⁻³(z + 2b₂z²).

Inversion gives z = nλ³ − 2b₂(nλ³)². Substitution into the pressure yields

P/k_BT = n − b₂λ³n² + …, hence B₂ = −λ³b₂.

Q: You now need a trace over a continuum. A phase shift is defined modulo π, so which phase do you propose to use?

A: We fix it by following the wave outwards. Let U = V/D. The radial equation is

u'' = [l(l+1)/r² + U − k²]u.

Write the free functions as ĵ = x j_l(x) = M sinθ and ŷ = x y_l(x) = −M cosθ, with θ(0) = 0. Their Wronskian ĵŷ' − ĵ'ŷ = 1 becomes M²θ' = 1, so θ rises monotonically.

Inside the potential let u = Aĵ(kr) + Bŷ(kr), with u' = k(Aĵ' + Bŷ'). Primes on A and B mean d/dr. Consistency and the radial equation require

A'ĵ + B'ŷ = 0,  k(A'ĵ' + B'ŷ') = Uu.

The unit Wronskian gives A' = −Uuŷ/k and B' = Uuĵ/k. Set A = C cosδ and B = −C sinδ, with C > 0. Then u = CM sin(θ+δ), and

δ' = (BA' − AB')/(A²+B²) = −Uu²/(kC²)
   = −(U/k)M² sin²(θ+δ).

We start at δ = 0 at the origin and stop at r = d. This fixes δ_l(k), including its multiple of π. An attraction raises it.

Q: Does that phase vanish at high energy? For l > 0, M diverges near the origin.

A: Let |V| ≤ V₀. For x = kr ≤ 1 there are constants with |ĵ| ≤ px^{l+1} and |ŷ| ≤ qx^{−l}. As long as |δ| ≤ x^{2l+1},

|dδ/dx| ≤ (V₀/Dk²)(p+q)²x^{2l+2}.

Integration gives a value below x^{2l+1} when k is large, so the assumed limit is never reached. This inner region contributes O(k⁻²). Beyond it M is bounded, and the remaining range contributes O(k⁻¹). Thus δ_l(∞) = 0.

Q: What does this phase count?

A: Put an impenetrable wall at R > d. Levels below E correspond to zeros of u between 0 and R. To see this, differentiate the radial equation with respect to E:

(u'∂_E u − u∂_E u')' = u²/D.

Integrate from the origin to a zero r₀. Since u(r₀) = 0,

dr₀/dE = −∂_E u/u' = −∫₀^{r₀}u²dr/(Du'²) < 0.

Zeros move inwards as E rises. A level is passed whenever one enters through the wall, and there are none at sufficiently negative E.

At a zero, Φ = θ+δ is a multiple of π. There sinΦ = 0, so dΦ/dr = k/M² > 0. Each multiple is crossed once, upwards. Hence, except when E is itself a level,

N_R(E) = floor{[θ_l(kR) + δ_l(k)]/π}.

The free count N_R⁰ has δ_l = 0. Direct diagonalization of a square well in a sphere agreed with this count at four energies in each of the waves l = 0, 1 and 2.

Q: A difference of floor functions is a row of steps. Where does a smooth thermodynamic function come from?

A: From e^{−βE_j} = β∫_{E_j}^∞ e^{−βE}dE. Summed over levels, this gives

Δ_l(R) = β∫e^{−βE}[N_R(E) − N_R⁰(E)]dE.

For E > 0 set y = θ_l(kR)/π and s = δ_l/π. The integrand contains floor(y+s) − floor(y). At large R, y advances by 1 when k advances by about π/R, while δ_l and e^{−βE} hardly change. If s = j+f, with j an integer and 0 ≤ f < 1, the average over a unit period is

j(1−f) + (j+1)f = j+f = s.

The difference is bounded by |s|+1, and the region where kR is not large shrinks to k = 0. Its contribution vanishes. For E < 0 the free count is zero, and N_R tends to the number of bound states below E. Each bound state therefore contributes

β∫_{E_n}^0 e^{−βE}dE = e^{−βE_n} − 1.

The result is

Δ_l = Σ_n(e^{−βE_n} − 1) + (β/π)∫₀^∞ δ_l e^{−βE}dE.   (I)

The sum contains states with E_n < 0. A newly formed state enters with weight 0.

Q: You took R to infinity in each partial wave. May you then add infinitely many waves?

A: Yes, by a bound independent of R. Expand e^{−βH_l} in powers of V. The nth term has n insertions of V between free heat kernels, integrated over n ordered imaginary times. Free kernels are positive. In the magnitude, replace all but one |V| by V₀ and compose the kernels. The time integration gives βⁿ/n!, so

|nth term| ≤ [(βV₀)ⁿ/n!] ∫₀^d K_l(r,r)dr.

A wall makes the free kernel smaller, so the same bound holds in the sphere. Summing n ≥ 1 and using e^y − 1 ≤ ye^y gives

|Δ_l| ≤ βV₀e^{βV₀}∫₀^d K_l(r,r)dr.

Summed over all l with weight 2l+1, the kernels rebuild the three-dimensional one:

Σ_l(2l+1)∫₀^d K_l(r,r)dr = (4πd³/3)(4πDβ)^{−3/2}.

This is finite, so the limit and the sum may be exchanged.

Q: The familiar formula has a derivative of the phase and a full Boltzmann factor. Have you changed it?

A: I have yet to integrate by parts:

β∫₀^∞ δ_l e^{−βE}dE = δ_l(0+) + ∫₀^∞ δ_l'(k)e^{−βE}dk.

Here the prime means d/dk. If N bound states have negative energy, (I) becomes

Δ_l = Σ_n e^{−βE_n} + (1/π)∫₀^∞ δ_l'(k)e^{−βE}dk + c_l   (II)

c_l = δ_l(0+)/π − N.

The Beth–Uhlenbeck form follows when c_l = 0.

Q: Then prove that c_l is zero. Do not quote Levinson's theorem.

A: Consider the regular solution at low energy, normalized as r^{l+1} at the origin. Outside the potential,

u = α(E)f(r,E) + γ(E)h(r,E),

where f → r^{l+1} and h → r^{−l} as E → 0. Both are power series in k². The small-x forms of ĵ and ŷ give, with positive constants η₁ and η₂,

C cosδ = η₁αk^{−l−1},  C sinδ = η₂γk^l.

The zero-energy solution has N zeros: the count in a sphere at E = 0 tends to the number of negative-energy states as R grows. Choose r beyond its last zero. As k → 0, θ(kr) → 0, so node counting places δ(0+) between Nπ and (N+1)π, endpoints included.

Away from threshold α(0) ≠ 0. Then tanδ is proportional to k^{2l+1} and vanishes. At large r, u has the sign of α, which is (−1)^N after N zeros. Hence cosδ → (−1)^N, δ(0+) = Nπ, and c_l = 0.

Q: And precisely at threshold?

A: Then α(0) = 0 and the outside solution is γr^{−l}, with γ of sign (−1)^N. Near zero energy α is of order k².

For l = 0, |tanδ| grows at least as 1/k, while sinδ has the sign (−1)^N. Thus δ₀(0+) = (N+½)π and c₀ = ½. The zero-energy wave is constant outside, so it is not normalizable.

For l ≥ 1, r^{−l} is square integrable. Let α̇ = dα/dE at zero. Integrate the earlier energy-derivative identity from 0 to r and insert the outside solution. The γr^{−l} and α̇r^{l+1} terms give

cross term = (−l)α̇γ − (l+1)α̇γ = −(2l+1)α̇γ.

The dγ/dE term in ∂_E u is proportional to u itself and cancels. The energy correction to h contributes a term proportional to r^{1−2l}, which vanishes at large r. Therefore

−(2l+1)α̇γ = (1/D)∫₀^∞u²dr > 0.

So α has the opposite sign to γ just above zero energy. Now tanδ is proportional to k^{2l−1} and vanishes, but cosδ → −(−1)^N. Hence δ_l(0+) = (N+1)π and c_l = 1. This is the Boltzmann factor of the normalizable state at zero energy. If that state is included in the bound sum, no separate correction remains.

Q: So formula (II), without c_l, has an isolated wrong value at an s-wave threshold. Does (I) prove continuity on both sides?

A: Yes. Let the coupling vary continuously. Bound energies vary continuously, and one that reaches zero has e^{−βE_n} − 1 → 0. At any fixed k > 0, the phase equation makes δ_l(k) continuous in the coupling. It is also bounded over a small coupling interval: at high k it tends to zero uniformly, and at lower k its node count is bounded. The factor e^{−βE} then permits the coupling limit to pass through the integral.

There is a stronger statement. Replace V by νV. The series used for the partial-wave bound converges for every finite ν, even after summing over l. Thus the virial coefficient is smooth in ν at fixed β > 0. Cyclicity of the trace gives the slope

dΔ_l/dν = −β Tr(Ve^{−βH_l}).

Q: I would like to see a cancellation, not just a convergence theorem.

A: Take an s wave of zero range, tanδ₀ = −ak. This is not a bounded potential. I use it in form (II) as the limit of a well whose range d is small compared with both |a| and √(βD). The derivative is −a/(1+a²k²). A bound state exists for a > 0, with energy −D/a². Let x = √(βD)/a and c = 1/|a|. We need

F(t) = ∫₀^∞ e^{−t(k²+c²)}/(k²+c²)dk,  t = βD.

Differentiation removes the denominator:

dF/dt = −½√(π/t)e^{−tc²}.

Since F(∞) = 0, integrating back with t' = w² gives

F(t) = √π∫_{√t}^∞ e^{−c²w²}dw = (π/2c)erfc(c√t).

The continuum part is −sgn(a)(c/π)e^{tc²}F(t), or

−½ sgn(a)e^{x²}erfc(|x|).

For a < 0 this is ½e^{x²}(1+erf x). For a > 0, add the bound factor:

e^{x²} − ½e^{x²}(1−erf x) = ½e^{x²}(1+erf x).

Both sides lie on one smooth function of 1/a. At infinite scattering length it equals ½.

Q: Real potentials have a range. When may I use that ½?

A: At the first s-wave threshold (N = 0), when the thermal length √(βD) is large compared with both the range and the length |r_e| defined next, which need not equal d. For l = 0, k cotδ₀ is a constant times α/γ, and α is of order k². At threshold the next term in the low-energy phase is k cotδ₀ = ½r_e k², where r_e is the effective range. Hence δ₀ ≈ π/2 − r_e k/2, and

Δ₀ ≈ ½ − (r_e/2π)∫₀^∞e^{−βDk²}dk
   = ½ − r_e/[4√(πβD)].

For a square well at its first s-wave threshold, the computed r_e is 1.0000 d. At β = 10⁴/ε, where ε = D/d², the formula gives 0.5 − 1/(400√π) = 0.49859. The full phase-shift calculation also gives 0.49859.

Q: Let us leave that cold limit. What happens at an ordinary temperature?

A: Use a square well of depth g²ε at k_BT = ε. At threshold the zero-energy interior wave sin(gr/d) must have zero slope at r = d, so g_c = π/2. The s-wave parts, all dimensionless, are:

g/g_c = 0.999: bound 0, continuum 0.3616, total 0.3616
g/g_c = 1: bound 0, continuum −0.1370, c₀ = 0.5, total 0.3630
g/g_c = 1.001: bound 1.0000, continuum −0.6357, total 0.3643

The continuum falls by about one half on reaching threshold and another half on leaving it. The compensation is first c₀ = ½, then a bound factor close to 1. At k = 0.5/d the phase barely notices: δ₀/π is 0.4192, 0.4208 and 0.4223 in the same three cases. The abrupt change is confined to ever smaller k.

Diagonalization in a sphere of radius 10 d reproduces the three totals to the digits shown. It uses neither a phase shift nor a rule for the threshold.

Q: Could the total still have a corner?

A: The series excludes it. Numerically, the derivative with respect to well depth is 0.2757/ε from either side, and the same from the box wave functions. Between the outer two cases the depth changes by 4(0.001)(2.4674)ε = 0.00987ε. The predicted change, 0.2757 × 0.00987 = 0.0027, matches 0.3643 − 0.3616.

Q: Put the factors together for the boson virial coefficient.

A: At threshold the weighted contributions (2l+1)Δ_l for l = 0, 2 and 4 are 0.36298, 0.00673 and 0.00003. Their sum is 0.36974. With λ = 2.5066 d,

b₂ = 0.17678 + 2.82843 × 0.36974 = 1.2226

B₂ = −(2.5066 d)³ × 1.2226 = −19.25 d³.

At g/g_c = 0.999 and 1.001, B₂ is −19.19 d³ and −19.32 d³. Dropping the bound term just above threshold would cause a false jump of magnitude 2^{3/2}λ³ = 44.55 d³, more than twice |B₂| itself.

Q: Your s wave has no centrifugal barrier. A p-wave state can be trapped before it is bound.

A: It can, and the cancellation is then divided differently. The p-wave threshold in this well is g = π. At 0.99 of that value the bound part is 0 and the continuum part is 0.729. At threshold the continuum is −0.186 and c₁ = 1, giving 0.814. At 1.01 the bound part is 1.081 and the continuum −0.170, giving 0.911. The box totals agree.

The reason follows from the phase. Just below threshold δ₁(0+) = 0, but at fixed small k the phase must approach its threshold value, which is near π. It therefore rises in a shrinking interval near k = 0, by an amount that tends to π as threshold is approached, and the weight of that rise in the continuum integral tends to one state. At 0.99 the rise is 0.86π and carries 0.80; at 0.9999 it is 0.986π and carries 0.985. At threshold the whole unit passes to the zero-energy state. For spin-polarized fermions this wave enters b₂ with the factor 2^{3/2} × 3.

Q: Is there a classical limit that would expose a wrong factor in the gas formula?

A: Take a weak potential. First order gives Δ_l = −β∫V K_l(r,r)dr. Summing every l with half weight gives the direct part of the symmetrizer. Since 2^{3/2}λ³ = (4πDβ)^{3/2}, the kernel normalization cancels:

B₂,direct = ½β∫V(r)d³r.

This is the weak-potential form of the classical −½∫(e^{−βV}−1)d³r. An attraction lowers the pressure. Quantum exchange adds a factor 1 ± e^{−r²/(βD)} inside the first-order integral, which tends to 1 at high temperature for fixed r > 0. Numerical tests of the direct sum and of the boson sum agree with these prefactors.

Q: And when a bound state is deep compared with k_BT?

A: Its exponential dominates, and B₂ describes pairing. For one s-wave state in a boson gas, the ideal pair density is

n₂ = 2^{3/2}λ⁻³z²e^{β|E_b|} ≈ 2^{3/2}λ³n²e^{β|E_b|}.

If n₁ is the density of unpaired particles, n = n₁+2n₂, while P/k_BT = n₁+n₂ = n−n₂. Thus B₂ ≈ −2^{3/2}λ³e^{β|E_b|}. Pairing reduces the number of independently moving objects. Once n|B₂| is no longer small, stopping at the second virial term is unjustified, although B₂ itself remains correct. Small n|B₂| is not sufficient either: larger clusters must also be rare. A trimer of energy E₃ has ideal density (3/2)^{3/2}z e^{β(|E₃|−|E_b|)} relative to the pairs. In the square well at g = 1.5g_c a variational bound puts E₃ below −6.4ε, against E_b = −1.27ε, so trimers can outnumber pairs while n|B₂| is still small. The purely attractive well is not even a stable gas. With all N bosons inside a sphere of radius d/2, every pair feels the full depth V₀ and E_N ≤ 2π²εN − V₀N(N−1)/2, so z^N Z_N grows without bound for every z. For this model B₂ is a well-defined two-body coefficient of a formal series, not the equilibrium pressure of a real gas.

Q: Which potentials lie outside your argument?

A: Any potential with a tail does, since the proof uses free waves beyond d. A Coulomb tail fails outright, because the wave never acquires that free form. Tails falling as 1/r² also change the threshold behaviour. A hard core violates the boundedness used for δ_l(∞) = 0 and for the series in V, so it needs a separate proof. The continuity shown here is at fixed positive temperature. At zero temperature the thermal length diverges and the smoothing disappears: in the zero-range formula, Δ₀ tends to 0 for fixed a < 0 but grows without limit for fixed a > 0. The numerical output gives further couplings on both sides of the s-wave threshold.

Calculated quantities

```
Inputs: range d = 1, k_B T = 1 eps, box radius = 10 d
Thermal wavelength lambda = 2.50663 d
s-wave critical g = 1.570796, depth = 2.467401 eps
s wave, dimensionless parts (extra = threshold term):
g/gc   bound    continuum extra total    box
0.900  0.00000   0.25052  0.0   0.25052   0.25052
0.990  0.00000   0.34964  0.0   0.34964   0.34964
0.999  0.00000   0.36162  0.0   0.36162   0.36162
1.000  0.00000  -0.13702  0.5   0.36298   0.36298
1.001  1.00001  -0.63567  0.0   0.36434   0.36434
1.010  1.00061  -0.62375  0.0   0.37686   0.37686
1.100  1.05998  -0.52833  0.0   0.53165   0.53165
s-wave phase over pi, and bound energy in eps:
g/gc   k=1e-7/d  k=0.5/d   E_bound
0.900   0.00000   0.27371   none
0.990   0.00000   0.40524   none
0.999   0.00001   0.41923   none
1.000   0.50000   0.42078   none
1.001   0.99999   0.42233   -6.0852e-06
1.010   1.00000   0.43626   -6.0598e-04
1.100   1.00000   0.56223   -5.8251e-02
Boson B2 in d^3 from phases, from box:
g/gc = 0.900:   -14.1794   -14.1794
g/gc = 0.990:   -18.6534   -18.6534
g/gc = 0.999:   -19.1932   -19.1932
g/gc = 1.000:   -19.2544   -19.2544
g/gc = 1.001:   -19.3158   -19.3158
g/gc = 1.010:   -19.8800   -19.8800
g/gc = 1.100:   -26.8458   -26.8458
Free boson B2 = -2.7842 d^3
Size of false jump if bound term is dropped = 44.5466 d^3
At gc: (2l+1) Delta_l for l=0 = 3.6298e-01
At gc: (2l+1) Delta_l for l=2 = 6.7289e-03
At gc: (2l+1) Delta_l for l=4 = 2.6294e-05
s-wave slope dDelta/d(depth), 1/eps: left 0.2757, right 0.2757
Same slope from box wave functions = 0.2757 1/eps
p wave, critical g = 3.141593:
g/gc   bound    continuum extra total    box
0.990  0.00000   0.72938  0.0   0.72938   0.72938
1.000  0.00000  -0.18601  1.0   0.81398   0.81398
1.010  1.08092  -0.17003  0.0   0.91089   0.91089
Zero range, a = -3 d: Delta_0 = 0.356126
Zero range, a = +3 d: Delta_0 = 0.761393
Well, beta=1e6/eps, a=-1000 d: 0.21372; zero range 0.21379
Well, beta=1e6/eps, a=+1000 d: 2.50714; zero range 2.50449
Effective range at gc = 1.0000 d
At gc, beta=1e4/eps: Delta_0 = 0.498590, predicted 0.498590
```
